# Thermionic contact resistivity with Fermi-Dirac statistics

**Q.** For a metal on a semiconductor I take the specific contact resistivity as \(k_BT\)-activated: a constant times \(e^{\phi/k_BT}\), where \(\phi\) is the barrier. At \(\phi=0\) the exponential is 1 and the constant remains. Why should that be doubted?

**A.** The exponential comes from Boltzmann occupation, which requires the states carrying the current to lie well above the Fermi level. At zero barrier some of them lie at the Fermi level, so the current has to be recalculated with the full occupation

\[
f(E)=\frac{1}{1+e^{(E-\mu)/k_BT}} .
\]

Here \(\mu\) is the Fermi level. The conduction band has a highest point, the crest, at energy \(E_b\) somewhere between the bulk semiconductor and the metal. I define \(\phi=E_b-\mu\) in equilibrium.

**Q.** So "zero barrier" does not mean flat bands?

**A.** Not in general. It means that the crest lies at the Fermi level. The bulk band edge \(E_c\) is one of the points over which the crest is the maximum, so \(E_b\ge E_c\) and \(\phi\ge E_c-\mu\). Hence \(\phi=0\) needs a semiconductor doped until \(\mu\ge E_c\). If \(\mu=E_c\), flat bands give zero barrier. So do bands that bend down towards the metal, because the crest is then the bulk edge itself.

**Q.** Then derive the current. What do you assume about the crossing?

**A.** The transport is purely thermionic. An electron crosses if the energy of its motion normal to the interface exceeds the crest, and otherwise it is reflected. Momentum along the interface is conserved, and the metal has states at every such momentum that is needed. Each side supplies electrons with its own equilibrium distribution. This last assumption needs a barrier that reflects most electrons and is also thin enough that scattering on the way to the crest does not limit the current. In lightly doped silicon the barrier region is wide and the second condition can fail. The limit at zero barrier is discussed at the end.

Let \(x\) be normal to the interface. For one conduction-band valley, with wave vector measured from its minimum and energy from \(E_c\),

\[
E=E_x+E_t,\qquad E_x=\frac{\hbar^2k_x^2}{2m_x},\qquad
E_t=\frac{\hbar^2}{2}\left(\frac{k_y^2}{m_y}+\frac{k_z^2}{m_z}\right).
\]

With two spin states and \(q>0\), the magnitude of the charge flux towards the metal is

\[
J_1=\frac{2q}{(2\pi)^3}\int dk_y\,dk_z\int_{k_x>0,\;E_x>E_b}dk_x\,v_x f(E).
\]

The velocity is \(v_x=\hbar^{-1}dE_x/dk_x\), so \(v_xdk_x=dE_x/\hbar\). The normal mass has cancelled: a heavier electron is slower, but there are more states per unit energy.

**Q.** And the transverse masses?

**A.** They remain. Put \(k_y=\sqrt{2m_y}\,a/\hbar\) and \(k_z=\sqrt{2m_z}\,b/\hbar\). Then \(E_t=a^2+b^2\), and a ring in the \((a,b)\) plane has area \(\pi\,dE_t\). Therefore

\[
dk_y\,dk_z=\frac{2\sqrt{m_ym_z}}{\hbar^2}\,da\,db
\;\longrightarrow\;\frac{2\pi\sqrt{m_ym_z}}{\hbar^2}\,dE_t .
\]

The constants combine as \(2\cdot2\pi/(2\pi)^3=1/(2\pi^2)\), giving

\[
J_1=\frac{q\sqrt{m_ym_z}}{2\pi^2\hbar^3}
\int_{E_b}^{\infty}dE_x\int_0^\infty dE_t\,f(E_x+E_t).
\]

For the inner integral set \(z=(E_x+E_t-\mu)/k_BT\). Since \(1/(1+e^z)=e^{-z}/(1+e^{-z})\), an antiderivative in \(z\) is \(-\ln(1+e^{-z})\). It vanishes at the upper limit, so

\[
\int_0^\infty dE_t\,f=k_BT\ln\left(1+e^{(\mu-E_x)/k_BT}\right).
\]

Now sum over valleys, writing \(m_A=\sum\sqrt{m_ym_z}\), and define the Richardson constant

\[
A^*=\frac{q\,m_Ak_B^2}{2\pi^2\hbar^3}=\frac{4\pi q\,m_Ak_B^2}{h^3}.
\]

The total one-way flux is

\[
J_1(\mu,E_b)=\frac{A^*T}{k_B}\int_{E_b}^{\infty}
\ln\left(1+e^{(\mu-E)/k_BT}\right)dE .
\]

**Q.** That is only one direction. The metal has a different mass and far more electrons, so why should its flux look the same?

**A.** Because the crossing is counted by energy and transverse momentum. On the metal side too, \(v_xdk_x=dE/\hbar\) at fixed transverse momentum, whatever the metal's mass. The same channels are open in both directions, so the return flux is the same function with the metal's Fermi level in it. At equal Fermi levels the two cancel, as equilibrium demands.

**Q.** With Fermi statistics, must I not also require an empty final state?

**A.** Including that factor changes nothing in the difference. For one channel with occupations \(f_s\) and \(f_m\) on the two sides,

\[
f_s(1-f_m)-f_m(1-f_s)=f_s-f_m .
\]

The products cancel.

**Q.** Apply a voltage, then. The crest may move as well, and you have not said by how much.

**A.** At zero bias that motion has no effect on the conductance. Let a voltage \(V\) raise the semiconductor's Fermi level by \(qV\) relative to the metal's, and let the crest move to \(E_b(V)\). The net current density is

\[
J(V)=J_1(\mu+qV,E_b(V))-J_1(\mu,E_b(V))
=qV\,\frac{\partial J_1}{\partial\mu}(\mu,E_b(V))+O(V^2).
\]

The first term already contains \(V\), so replacing \(E_b(V)\) by \(E_b(0)\) alters the current at order \(V^2\). For \(q|V|\ll k_BT\) and a crest shift also much smaller than \(k_BT\), the linear term suffices.

Differentiating the logarithm gives

\[
\frac{\partial}{\partial\mu}\ln\left(1+e^{(\mu-E)/k_BT}\right)
=\frac{1}{k_BT}\,\frac{1}{1+e^{(E-\mu)/k_BT}} .
\]

With \(\varepsilon=E-\mu\), the conductance per unit area is therefore

\[
G=\left.\frac{dJ}{dV}\right|_0
=\frac{qA^*}{k_B^2}\int_\phi^\infty\frac{d\varepsilon}{1+e^{\varepsilon/k_BT}} .
\]

The remaining integral has the form already solved and equals \(k_BT\ln(1+e^{-\phi/k_BT})\). The specific contact resistivity \(\rho=1/G\) is

\[
\boxed{\rho_{FD}=\frac{k_B}{qA^*T\,\ln\left(1+e^{-\phi/k_BT}\right)}}
\]

**Q.** How does my exponential formula come out of the same calculation?

**A.** Replace the occupation by \(e^{-\varepsilon/k_BT}\). The integral becomes \(k_BTe^{-\phi/k_BT}\), and

\[
\rho_B=\frac{k_B}{qA^*T}\,e^{\phi/k_BT}.
\]

Everything else is unchanged, including \(\phi\), so the ratio isolates the effect of statistics at a given barrier. At a given doping the error would be different if Boltzmann statistics were also used to find \(\mu\). With \(x=e^{-\phi/k_BT}\),

\[
\frac{\rho_B}{\rho_{FD}}=\frac{\ln(1+x)}{x}.
\]

At zero barrier \(x=1\) and the ratio is \(\ln2=0.693\). The Boltzmann resistivity is 31% below the Fermi-Dirac value. Equivalently, the latter is \(1/\ln2=1.44\) times the Boltzmann value.

**Q.** A state at the Fermi level is half filled, while Boltzmann calls it full. Why is the factor not one half?

**A.** One half applies at the crest, but the current also uses higher energies. The Fermi function equals the Boltzmann function times \(1/(1+e^{-\varepsilon/k_BT})\). This factor is \(1/2\) at \(\varepsilon=0\) and rises towards 1. Its average over \(\varepsilon>0\), weighted by \(e^{-\varepsilon/k_BT}\), is \(\ln2\).

**Q.** How high must the barrier be before I can keep the exponential?

**A.** Expand the logarithm for small \(x\):

\[
\frac{\rho_B}{\rho_{FD}}=1-\frac{x}{2}+\frac{x^2}{3}-\cdots .
\]

An error of 1% relative to \(\rho_{FD}\) needs \(x\approx0.02\), or \(\phi\approx3.9\,k_BT\). Solving the full ratio numerically for 0.99 also gives \(3.90\,k_BT\), which is 0.101 eV at 300 K.

**Q.** And in the other direction, with the crest below the Fermi level?

**A.** Let \(\phi=-D\) with \(D>0\). Taking the large exponential out of the logarithm,

\[
\ln\left(1+e^{D/k_BT}\right)=\frac{D}{k_BT}+\ln\left(1+e^{-D/k_BT}\right).
\]

For \(D\gg k_BT\) the last term is negligible and

\[
G\to\frac{qA^*D}{k_B^2}=\frac{q^2m_AD}{2\pi^2\hbar^3}.
\]

The temperature has dropped out. Mode counting gives the same result. In one valley, the transverse states with \(E_t<D\) fill an ellipse of area \(2\pi\sqrt{m_ym_z}D/\hbar^2\). Division by \((2\pi)^2\) gives the number of modes per unit area. Each fully transmitted mode, with its two spins, conducts \(2q^2/h=q^2/(\pi\hbar)\), so

\[
\frac{\sqrt{m_ym_z}\,D}{2\pi\hbar^2}\cdot\frac{q^2}{\pi\hbar}
=\frac{q^2\sqrt{m_ym_z}\,D}{2\pi^2\hbar^3}.
\]

The conductance is limited by the number of modes. Boltzmann statistics instead lets it grow as \(e^{D/k_BT}\), because it puts more than one electron into a state.

**Q.** Put numbers in. Does this matter for silicon?

**A.** Take n-type Si(100) at 300 K, where \(k_BT=0.02585\) eV, with rough valley masses \(m_l=0.92\,m_e\) and \(m_t=0.19\,m_e\). Two valleys have their long axis along the current and contribute \(m_t\) each. The other four contribute \(\sqrt{m_tm_l}\) each. Thus

\[
m_A=2m_t+4\sqrt{m_tm_l}=2.05\,m_e,\qquad
A^*=246.6\ \mathrm{A\,cm^{-2}K^{-2}}.
\]

The Boltzmann value at zero barrier is

\[
\rho_B=\frac{8.617\times10^{-5}\ \mathrm{V/K}}
{246.6\times300\ \mathrm{A\,cm^{-2}K^{-1}}}
=1.16\times10^{-9}\ \Omega\,\mathrm{cm^2}.
\]

Division by \(\ln2\) gives \(\rho_{FD}=1.68\times10^{-9}\ \Omega\,\mathrm{cm^2}\), or \(1.68\times10^{-13}\ \Omega\,\mathrm{m^2}\). A contact 20 nm square has area \(4\times10^{-12}\ \mathrm{cm^2}\), so its resistance is 420 Ω instead of 291 Ω.

For other barriers at the same temperature:

| \(\phi\) (eV) | \(\rho_B\) (Ω cm²) | \(\rho_{FD}\) (Ω cm²) | ratio |
|---|---|---|---|
| −0.10 | 2.43e−11 | 2.99e−10 | 0.081 |
| 0 | 1.16e−9 | 1.68e−9 | 0.693 |
| 0.05 | 8.06e−9 | 8.63e−9 | 0.934 |
| 0.10 | 5.57e−8 | 5.63e−8 | 0.990 |
| 0.30 | 1.28e−4 | 1.28e−4 | 1.000 |

In the first row Boltzmann is too low by a factor of about 12.

**Q.** What doping does the zero-barrier row require?

**A.** At least enough to bring \(\mu\) up to \(E_c\). With six valleys, two spins and \(m_d=(m_lm_t^2)^{1/3}\), the electron density at \(\mu=E_c\) is

\[
n=12\left(\frac{2\pi m_dk_BT}{h^2}\right)^{3/2}
\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt{t}\,dt}{1+e^t}.
\]

Numerical integration gives \(n=2.1\times10^{19}\ \mathrm{cm^{-3}}\), which is also the donor density \(N\) if all donors are ionized. I use this doping below. The row at −0.10 eV needs heavier doping, with \(\mu\) at least 0.10 eV above \(E_c\).

**Q.** If I warm that flat-band contact to 400 K, does its resistivity fall as \(1/T\)?

**A.** It would at fixed \(\phi=0\), but the donor density is what stays fixed. Solving the density equation for \(\mu\) at 400 K puts \(\mu\) 0.018 eV below \(E_c\), so \(\phi=0.018\) eV as long as the bulk edge remains the crest. If the band edge at the interface stays at the metal's Fermi level, the bands now bend slightly down towards the metal and this holds. Its resistivity is \(1.88\times10^{-9}\ \Omega\,\mathrm{cm^2}\), higher than at 300 K, and the Boltzmann ratio is 0.79.

**Q.** You correct 31% while assuming that every electron above the crest gets through. Is that assumption good to 31%?

**A.** Not at an abrupt interface. Electrons are partly reflected where their velocity changes suddenly. For a wave of unit amplitude arriving from the semiconductor with velocity \(v_s\), and a metal velocity \(v_m\), continuity of the wave and of its slope divided by mass gives

\[
1+r=t,\qquad v_s(1-r)=v_mt .
\]

Eliminating \(t\) yields \(r=(v_s-v_m)/(v_s+v_m)\), and the transmission is

\[
\mathcal T=1-r^2=\frac{4v_sv_m}{(v_s+v_m)^2}.
\]

As an estimate, take a free-electron metal with a Fermi energy of 8 eV. The two on-axis valleys have zero transverse momentum. The four side valleys are centred at a transverse wave number \(0.85\times2\pi/(0.543\ \mathrm{nm})\), and the corresponding transverse energy is subtracted from the 8 eV before \(v_m\) is found. Averaging \(\mathcal T\) numerically over \(\varepsilon>0\) with weight \(f\) gives 0.20 for the two valleys and 0.48 for the four. Weighted by their shares of \(m_A\), the mean is 0.43. The resistivity rises to

\[
\frac{1.68\times10^{-9}}{0.426}=3.9\times10^{-9}\ \Omega\,\mathrm{cm^2}.
\]

This factor of 2.3 exceeds the statistical factor of 1.44. The ratio \(\ln2\) also shifts. Over the thermal range \(v_s<v_m\), so \(\mathcal T\) grows with energy and gives more weight to states where Boltzmann is better. The ratio then lies between \(\ln2\) and 1.

**Q.** And for a positive barrier, can electrons not tunnel beneath the crest?

**A.** At this doping they do so readily. With \(\mu=E_c\) in the bulk, the band bending equals \(\phi\). In the depletion approximation the barrier is \(\phi(1-x/W)^2\), where \(x\) is now the distance from the metal and

\[
W=\sqrt{\frac{2\epsilon\phi}{q^2N}},\qquad \epsilon=11.7\,\epsilon_0 .
\]

For \(\phi=0.10\) eV this is 2.5 nm. I take the WKB transmission \(\exp(-2\int\kappa\,dx)\) below the crest, with \(\hbar\kappa=\sqrt{2m_x(\text{barrier}-E_x)}\), and unity above it. Inserting it into the conductance integral and integrating numerically from the bulk band edge multiplies the thermionic conductance by about 4 at 0.05 eV, 13 at 0.10 eV and 1600 at 0.30 eV. WKB is crude for barriers this thin, and the depletion approximation is crude when the band bending is only a few \(k_BT\). The mean donor spacing \(N^{-1/3}=3.6\) nm is also comparable with \(W\) (1.75 to 4.3 nm for these barriers), so a smooth barrier of uniform charge is itself only an average over a few discrete donors. These factors are therefore sizes, not precise corrections.

The image force adds to the effect. At 0.10 eV the depletion approximation gives a peak field \(2\phi/(qW)=0.81\) MV/cm, somewhat too high because it leaves out the mobile electrons. The classical lowering \(q\sqrt{qF/(4\pi\epsilon)}\), with \(F\) the field, is then about 0.1 eV, comparable with the barrier itself. The positive-barrier rows of the table therefore describe the thermionic part alone, not the total resistivity at this doping.

**Q.** Where does that leave a real silicide contact?

**A.** Rare-earth silicides have barriers to n-type silicon of roughly 0.3 eV, among the low ones. Zero is thus an idealization for them, and source and drain regions are usually doped well above \(2\times10^{19}\ \mathrm{cm^{-3}}\). The assumption that breaks first is the absence of tunnelling. At 0.30 eV and the example's doping, the estimate above takes the resistivity from \(1.28\times10^{-4}\) to the order of \(10^{-7}\ \Omega\,\mathrm{cm^2}\), before image-force lowering. Fermi-Dirac statistics changes the thermionic part there by a negligible amount, but that part carries little of the current. Most electrons tunnel, many of them within a few \(k_BT\) of the Fermi level, where the occupation matters again. In the same estimate, Boltzmann statistics makes the total resistivity about 17% too low. The figure depends on the barrier model: keeping the mobile electrons in the band bending, or matching the wave exactly to the metal instead of using WKB, moves it between about 13% and 19%.

**Q.** Could I at least measure the zero-barrier value by itself?

**A.** Not simply by subtracting the adjoining silicon. Its resistance per unit area over a length \(L\) is \(L/(qnb)\), where \(b\) is the mobility. With a rough \(b=100\ \mathrm{cm^2/Vs}\), setting this equal to \(\rho_{FD}\) gives \(L=\rho_{FD}\,qnb\), about 6 nm. A few nanometres of silicon therefore matter as much as the ideal contact.

There is also a question of what the subtraction leaves. \(\rho_{FD}\) is the resistance between two reservoirs, each in equilibrium up to the crest. At flat bands with full transmission, the electrons leaving the metal carry the metal's distribution into the silicon, so the silicon beside the contact is not in equilibrium. For a length \(L\) of silicon between two such contacts, the total is roughly \(\rho_{FD}(1+L/\lambda)\), where \(\lambda\) is a scattering length, taken to be the same for all electrons. The two contacts then share one \(\rho_{FD}\), and extrapolation to \(L=0\) gives each of them only about half of it. If \(\lambda\) varies with energy, in either direction, and scattering leaves each electron's energy unchanged, extrapolation from lengths well above \(\lambda\) gives a larger share. The estimates also leave out band-gap narrowing, band tails and interface disorder. The factor \(\ln2\) belongs to the ideal thermionic model with its crest at the Fermi level; it is not a universal correction to measured contacts.
